# Fermi-level occupation rules from the KKT conditions of extended Kohn-Sham theory: a program that tests the result

```python
# Result under test: a minimizer of the extended Kohn-Sham energy over density
# matrices 0 <= gamma <= 1, Tr gamma = N, has occupation 1 below the Fermi level,
# 0 above it, and fractional occupations only in levels degenerate at it.
# gamma: density matrix per spin in an orthonormal basis; h: one-body matrix;
# coulomb: two-electron integrals as a matrix on pairs; H: Kohn-Sham matrix.
# System: N+ ion, Hartree functional (no exchange-correlation), trap k z^2 / 2.
# Internal units are atomic; printed energies are in eV unless labelled.
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import minimize
from pyscf import gto

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
TINY = 1e-6
rng = np.random.default_rng(7)

mol = gto.M(atom="N 0 0 0", charge=1, spin=0, basis="cc-pvdz", verbose=0)
N = mol.nelectron // 2
s_val, s_vec = np.linalg.eigh(mol.intor("int1e_ovlp"))
X = (s_vec / np.sqrt(s_val)) @ s_vec.T
M = X.shape[0]
h_ion = X @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ X
z2 = X @ mol.intor("int1e_rr").reshape(3, 3, M, M)[2, 2] @ X
coulomb = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e"),
                    X, X, X, X, optimize=True).reshape(M * M, M * M)
coulomb = 0.5 * (coulomb + coulomb.T)
labels = mol.ao_labels()
PX = [i for i, s in enumerate(labels) if "px" in s]
PY = [i for i, s in enumerate(labels) if "py" in s]
PZ = [i for i, s in enumerate(labels) if "pz" in s]
coulomb_eigs = np.linalg.eigvalsh(coulomb)
assert coulomb_eigs[0] > -1e-9      # the Hartree energy is convex
LIPSCHITZ = 4 * coulomb_eigs[-1]


def one_body(k_ev):
    return h_ion + 0.5 * (k_ev / EV * ANG**2) * z2


def energy(gamma, h):
    g = gamma.ravel()
    return 2 * np.sum(h * gamma) + 2 * g @ coulomb @ g


def hartree(gamma):
    J = 2 * (coulomb @ gamma.ravel()).reshape(M, M)
    return 0.5 * (J + J.T)


def project(A):
    """Nearest matrix with eigenvalues in [0, 1] and trace N."""
    val, vec = np.linalg.eigh(0.5 * (A + A.T))
    shifts = np.sort(np.concatenate([val, val - 1]))[::-1]
    totals = np.clip(val[None, :] - shifts[:, None], 0, 1).sum(axis=1)
    mu = np.interp(N, totals, shifts)
    return (vec * np.clip(val - mu, 0, 1)) @ vec.T


def random_feasible():
    return project(rng.normal(size=(M, M)))


def minimize_extended(h):
    """Accelerated projected gradient; no level filling is used."""
    x = random_feasible()
    y, t = x.copy(), 1.0
    for _ in range(6000):
        new = project(y - 2 * (h + hartree(y)) / LIPSCHITZ)
        step = np.linalg.norm(new - y)
        if np.sum((y - new) * (new - x)) > 0:
            t = 1.0
        t_new = 0.5 * (1 + np.sqrt(1 + 4 * t * t))
        y = new + (t - 1) / t_new * (new - x)
        x, t = new, t_new
        if step < 1e-11:
            break
    return x


def common_orbitals(gamma, H):
    """Diagonalize gamma, then H inside the full and the empty space."""
    occ, nat = np.linalg.eigh(gamma)
    full, empty = occ > 1 - TINY, occ < TINY
    parts = []
    for mask, op in ((full, H), (~full & ~empty, gamma), (empty, H)):
        b = nat[:, mask]
        if b.shape[1]:
            parts.append(b @ np.linalg.eigh(b.T @ op @ b)[1])
    V = np.hstack(parts)
    Hv = V.T @ H @ V
    off = np.abs(Hv - np.diag(np.diag(Hv))).max()
    return V, np.diag(Hv), np.diag(V.T @ gamma @ V), off


def lowest_in(H, rows):
    val, vec = np.linalg.eigh(H[np.ix_(rows, rows)])
    orbital = np.zeros(M)
    orbital[rows] = vec[:, 0]
    return val[0], orbital


# Extended minimizers for several trap strengths, each checked for the rules
trap_list = [0, 4, 8, 12, 16, 24, 40]
results = {}
for k in trap_list:
    h = one_body(k)
    gamma = minimize_extended(h)
    H = h + hartree(gamma)
    V, eps, occ, off = common_orbitals(gamma, H)
    full, empty = occ > 1 - TINY, occ < TINY
    frac = ~full & ~empty
    assert abs(np.trace(gamma) - N) < 1e-9
    assert off < 1e-6 and np.abs(H @ gamma - gamma @ H).max() < 1e-6
    assert frac.any() and np.ptp(eps[frac]) < 1e-6
    fermi = eps[frac].mean()
    assert eps[full].max() < fermi + 1e-6 and eps[empty].min() > fermi - 1e-6
    nx, ny, nz = (np.trace(gamma[np.ix_(r, r)]) for r in (PX, PY, PZ))
    assert abs(nx - ny) < 1e-5
    split = lowest_in(H, PZ)[0] - lowest_in(H, PX)[0]
    results[k] = dict(h=h, gamma=gamma, H=H, eps=eps, occ=occ, V=V,
                      fermi=fermi, nx=nx, nz=nz, split=split)
assert abs(results[0]["nz"] - 1 / 3) < 1e-5
K_WEAK, K_STRONG = 4, 40
weak, strong = results[K_WEAK], results[K_STRONG]
assert 1e-3 < weak["nz"] < weak["nx"] - 1e-3 and abs(weak["split"]) < 1e-6
assert strong["nz"] < 1e-6 and strong["split"] > 1e-2

h, gamma, H = weak["h"], weak["gamma"], weak["H"]
e_min = energy(gamma, h)

# Energy slope with respect to each occupation equals twice the level
for i in range(M):
    P = np.outer(weak["V"][:, i], weak["V"][:, i])
    slope = (energy(gamma + 0.01 * P, h) - energy(gamma - 0.01 * P, h)) / 0.02
    assert abs(slope - 2 * weak["eps"][i]) < 1e-7
# The same derivative in general matrix directions at a general point
for _ in range(5):
    g0 = random_feasible()
    d = random_feasible() - g0
    slope = (energy(g0 + 0.01 * d, h) - energy(g0 - 0.01 * d, h)) / 0.02
    assert abs(slope - 2 * np.sum((h + hartree(g0)) * d)) < 1e-7

# Multipliers, complementary slackness and the excess-energy identity
val, vec = np.linalg.eigh(H - weak["fermi"] * np.eye(M))
B = (vec * np.maximum(val, 0)) @ vec.T
A = (vec * np.maximum(-val, 0)) @ vec.T
assert np.abs(B @ gamma).max() < 1e-6
assert np.abs(A @ (np.eye(M) - gamma)).max() < 1e-6


def excess_parts(trial):
    d = (trial - gamma).ravel()
    linear = 2 * np.sum(B * trial) + 2 * np.sum(A * (np.eye(M) - trial))
    return linear, 2 * d @ coulomb @ d


for _ in range(20):
    trial = random_feasible()
    excess = energy(trial, h) - e_min
    assert excess > 0 and abs(excess - sum(excess_parts(trial))) < 1e-5


# Lowest determinant with real orbitals, found by direct minimization
def determinant(x):
    C = x.reshape(M, N)
    inv = np.linalg.inv(C.T @ C)
    return C, inv, C @ inv @ C.T


def determinant_energy(x):
    C, inv, P = determinant(x)
    grad = 4 * (np.eye(M) - P) @ (h + hartree(P)) @ C @ inv
    return energy(P, h), grad.ravel()


best = None
for _ in range(5):
    start = np.linalg.qr(rng.normal(size=(M, N)))[0].ravel()
    run = minimize(determinant_energy, start, jac=True, method="BFGS",
                   options={"gtol": 1e-7, "maxiter": 1500})
    if best is None or run.fun < best.fun:
        best = run
P_det = determinant(best.x)[2]
H_det = h + hartree(P_det)
assert np.abs(H_det @ P_det - P_det @ H_det).max() < 1e-4
_, eps_det, occ_det, _ = common_orbitals(P_det, H_det)
homo_det = eps_det[occ_det > 0.5].max()
lumo_det = eps_det[occ_det < 0.5].min()
det_cost = best.fun - e_min
det_linear, det_coulomb = excess_parts(P_det)
assert det_cost > 1e-4 and homo_det > lumo_det + 1e-3
assert abs(det_cost - det_linear - det_coulomb) < 1e-5

# Plain iteration that fills the lowest N levels does not settle
P, changes = P_det, []
for _ in range(60):
    C = np.linalg.eigh(h + hartree(P))[1][:, :N]
    P_new = C @ C.T
    changes.append(np.linalg.norm(P_new - P))
    P = P_new
late_change = min(changes[-20:])
assert late_change > 0.1

# Origin of the degeneracy in the weak trap. With each level's own orbital the
# radial shapes differ, so the parts have no fixed sign; only their sum vanishes.
orb_z, orb_x = lowest_in(H, PZ)[1], lowest_in(H, PX)[1]
J = hartree(gamma)
trap = h - h_ion


def difference(op, z_orbital, x_orbital):
    return z_orbital @ op @ z_orbital - x_orbital @ op @ x_orbital


own_one_body = difference(h, orb_z, orb_x)
own_hartree = difference(J, orb_z, orb_x)
assert abs(own_one_body + own_hartree) < 1e-6
# With the px radial shape used for pz too, the ion's one-body terms cancel.
same_z = np.zeros(M)
same_z[PZ] = orb_x[PX]
assert abs(difference(h_ion, same_z, orb_x)) < 1e-8
trap_diff = difference(trap, same_z, orb_x)
hartree_diff = difference(J, same_z, orb_x)
shape_gain = trap_diff + hartree_diff
assert trap_diff > 0 > hartree_diff
assert -1e-6 < shape_gain < 0.25 * trap_diff
free_H = results[0]["H"]
free_z, free_x = lowest_in(free_H, PZ)[1], lowest_in(free_H, PX)[1]
frozen_split = difference(trap, free_z, free_x)

# Nonconvex two-level model: the rules hold at points that are not minima
GAP, ATTRACTION = 1.0, 4.0


def toy_energy(n1, n2):
    return GAP * n2 - 0.5 * ATTRACTION * (n1**2 + n2**2)


def toy_levels(n1, n2, d=1e-3):
    return ((toy_energy(n1 + d, n2) - toy_energy(n1 - d, n2)) / (2 * d),
            (toy_energy(n1, n2 + d) - toy_energy(n1, n2 - d)) / (2 * d))


toy_points = []
grid = np.arange(1001) / 1000
for n1 in grid:
    e1, e2 = toy_levels(n1, 1 - n1)
    if n1 == 0:
        allowed = e2 <= e1
    elif n1 == 1:
        allowed = e1 <= e2
    else:
        allowed = abs(e1 - e2) < 1e-6
    if allowed:
        toy_points.append((n1, toy_energy(n1, 1 - n1), e1, e2))
toy_scan = toy_energy(grid, 1 - grid)
assert len(toy_points) == 3 and grid[np.argmin(toy_scan)] == 1
assert abs(toy_points[1][0] - (ATTRACTION - GAP) / (2 * ATTRACTION)) < 1e-9
assert abs(toy_points[1][1] - toy_scan.max()) < 1e-9

print(f"N+ ion, cc-pVDZ, basis functions: {M}, electrons per spin: {N}")
print("Trap k (eV/A^2), n(pz), n(px)=n(py), e(pz)-e(px) (eV), Fermi level (eV)")
for k in trap_list:
    r = results[k]
    print(f"  {k:3d}  {abs(r['nz']):.4f}  {r['nx']:.4f}  "
          f"{abs(r['split']) * EV:.4f}  {r['fermi'] * EV:.4f}")
print(f"Weak trap, k = {K_WEAK} eV/A^2: level (eV), occupation, pz weight")
for i in range(7):
    weight = np.sum(weak["V"][PZ, i] ** 2)
    print(f"  {weak['eps'][i] * EV:.4f}  {abs(weak['occ'][i]):.4f}  {weight:.3f}")
print(f"Weak trap Fermi level: {weak['fermi']:.6f} hartree")
print(f"Weak trap electronic energy: {e_min * EV:.4f} eV = {e_min:.6f} hartree")
print(f"Trap splitting pz-px, frozen free-ion orbitals: {frozen_split * EV:.4f} eV")
print("Weak trap, pz minus px with the px radial shape for both:")
print(f"  trap part: {trap_diff * EV:.4f} eV")
print(f"  Hartree part: {hartree_diff * EV:.4f} eV")
print(f"  sum, removed when pz adjusts its shape: {shape_gain * EV:.4f} eV")
print("Weak trap, pz minus px with each level's own orbital:")
print(f"  whole one-body part: {own_one_body * EV:.4f} eV")
print(f"  Hartree part: {own_hartree * EV:.4f} eV")
print(f"Lowest real determinant found, above minimum: {det_cost * EV:.4f} eV")
print(f"  part linear in the multipliers: {det_linear * EV:.4f} eV")
print(f"  Coulomb energy of density difference: {det_coulomb * EV:.4f} eV")
print(f"  its highest occupied level: {homo_det * EV:.4f} eV")
print(f"  its lowest empty level: {lumo_det * EV:.4f} eV")
print(f"Plain filling, least change of gamma in last 20 of 60 steps: {late_change:.4f}")
print(f"Two-level model: gap {GAP:.1f} eV, attraction {ATTRACTION:.1f} eV")
print("  points obeying the rules: n1, energy, level 1, level 2 (eV)")
for n1, e, e1, e2 in toy_points:
    e1, e2 = round(e1, 6) + 0.0, round(e2, 6) + 0.0
    print(f"  {n1:.3f}  {e:.4f}  {e1:.4f}  {e2:.4f}")
print("all good")
```

It prints:

```
N+ ion, cc-pVDZ, basis functions: 14, electrons per spin: 3
Trap k (eV/A^2), n(pz), n(px)=n(py), e(pz)-e(px) (eV), Fermi level (eV)
    0  0.3333  0.3333  0.0000  -9.6424
    4  0.2165  0.3918  0.0000  -8.8855
    8  0.1134  0.4433  0.0000  -8.2126
   12  0.0235  0.4882  0.0000  -7.6061
   16  0.0000  0.5000  0.3063  -7.0752
   24  0.0000  0.5000  1.0926  -6.0591
   40  0.0000  0.5000  2.4156  -4.0834
Weak trap, k = 4 eV/A^2: level (eV), occupation, pz weight
  -341.8617  1.0000  0.000
  -19.0422  1.0000  0.000
  -8.8855  0.2165  1.000
  -8.8855  0.3918  0.000
  -8.8855  0.3918  0.000
  15.1723  0.0000  0.000
  15.1723  0.0000  0.000
Weak trap Fermi level: -0.326536 hartree
Weak trap electronic energy: -1301.0137 eV = -47.811370 hartree
Trap splitting pz-px, frozen free-ion orbitals: 0.6280 eV
Weak trap, pz minus px with the px radial shape for both:
  trap part: 0.6249 eV
  Hartree part: -0.6032 eV
  sum, removed when pz adjusts its shape: 0.0218 eV
Weak trap, pz minus px with each level's own orbital:
  whole one-body part: -1.8663 eV
  Hartree part: 1.8663 eV
Lowest real determinant found, above minimum: 1.8634 eV
  part linear in the multipliers: 0.1794 eV
  Coulomb energy of density difference: 1.6840 eV
  its highest occupied level: -7.1899 eV
  its lowest empty level: -10.4547 eV
Plain filling, least change of gamma in last 20 of 60 steps: 1.8502
Two-level model: gap 1.0 eV, attraction 4.0 eV
  points obeying the rules: n1, energy, level 1, level 2 (eV)
  0.000  -1.0000  0.0000  -3.0000
  0.375  -0.4375  -1.5000  -1.5000
  1.000  -2.0000  -4.0000  1.0000
all good
```
